\section*{Absorption at the longitudinal frequency by a thin polar film, part 2}

A uniform, isotropic film of thickness $d$ and relative permittivity $\varepsilon(\omega)$ occupies $|z|<d/2$ in vacuum. Light of angular frequency $\omega$ arrives in the $xz$ plane at angle $\theta$ from the normal. We seek the absorbed fraction of its power, now for a film with polar vibrations. Formulas are in SI units, fields vary as $e^{-i\omega t}$, loss means $\operatorname{Im}\varepsilon>0$, and $k_0=\omega/c$, where $c$ is the speed of light.

For p polarization (electric vector in the plane of incidence) the magnetic field is $H(z)e^{iqx-i\omega t}$ along $y$, with $q=k_0\sin\theta$. A prime means $d/dz$, and
\begin{equation}
E_x=-\frac{i}{\omega\varepsilon_0\varepsilon}\,H',\qquad
E_z=-\frac{q}{\omega\varepsilon_0\varepsilon}\,H .
\label{eq:EfromH}
\end{equation}
At each face $H$ and $H'/\varepsilon$ are continuous. Let $k_z=k_0\cos\theta$, $k_f=k_0\sqrt{\varepsilon-\sin^2\theta}$, $\delta=k_fd$ and $Z=k_f/(\varepsilon k_z)$. With $\alpha=-(i/Z)\tan(\delta/2)$ and $\beta=-iZ\tan(\delta/2)$, the exact slab absorptance is
\begin{equation}
A_p=\frac{2\operatorname{Re}\alpha}{|1+\alpha|^2}
+\frac{2\operatorname{Re}\beta}{|1+\beta|^2},
\label{eq:exact}
\end{equation}
Each term, or channel, is at most one half. When $|\delta|^2/12\ll1$, $2\alpha\simeq a$ and $2\beta\simeq b$, where
\begin{equation}
a=-ik_0d\cos\theta\,\varepsilon,\qquad
b=-\frac{ik_0d}{\cos\theta}\left(1-\frac{\sin^2\theta}{\varepsilon}\right).
\label{eq:ab}
\end{equation}
This gives the channel form, whose denominators describe how the film's own radiation weakens the driving field:
\begin{equation}
A_p=\frac{\operatorname{Re}a}{|1+a/2|^2}+\frac{\operatorname{Re}b}{|1+b/2|^2}+O(d^3).
\label{eq:channel}
\end{equation}
For $|a|,|b|\ll1$ it expands to
\begin{equation}
A_p=\operatorname{Re}a+\operatorname{Re}b-(\operatorname{Re}a)^2-(\operatorname{Re}b)^2+O(d^3).
\label{eq:second}
\end{equation}
The first-order law is
\begin{equation}
A_p\simeq k_0d\left[\cos\theta\operatorname{Im}\varepsilon
+\frac{\sin^2\theta}{\cos\theta}\operatorname{Im}\!\left(-\frac1\varepsilon\right)\right].
\label{eq:law}
\end{equation}
Its terms are, in order, the in-plane term $\operatorname{Re}a$ and the perpendicular term $\operatorname{Re}b$. To this order, absorption equals the loss of transmitted light. For s polarization (electric field along $y$),
\begin{equation}
A_s\simeq\frac{k_0d}{\cos\theta}\operatorname{Im}\varepsilon ,
\label{eq:s}
\end{equation}

\subsection{Line positions and widths}

Let one infrared-active vibration act on a background $\varepsilon_\infty$:
\begin{equation}
\varepsilon=\varepsilon_\infty+\frac{S}{\omega_T^2-\omega^2-i\gamma\omega},\qquad
S=\varepsilon_\infty\Delta,\qquad \Delta=\omega_L^2-\omega_T^2 .
\label{eq:osc}
\end{equation}
Here $\omega_T$ is the transverse frequency, $\gamma$ the damping and $S$ the strength. Write $N_T=\omega_T^2-\omega^2-i\gamma\omega$ and $N_L=\omega_L^2-\omega^2-i\gamma\omega=N_T+\Delta$. Then $\varepsilon=\varepsilon_\infty N_L/N_T$, so without damping $\varepsilon$ vanishes at $\omega_L$, the longitudinal frequency. The inverse is
\begin{equation}
-\frac1\varepsilon=-\frac{1}{\varepsilon_\infty}\frac{N_L-\Delta}{N_L}
=-\frac1{\varepsilon_\infty}+\frac{\Delta}{\varepsilon_\infty N_L}.
\end{equation}
The first term is real, and $\operatorname{Im}(1/N_L)=\gamma\omega/|N_L|^2$. Since $k_0$ is proportional to $\omega$, the perpendicular absorption follows $\omega\operatorname{Im}(-1/\varepsilon)$. Dividing numerator and denominator by $\omega^2$,
\begin{equation}
\omega\operatorname{Im}\!\left(-\frac1\varepsilon\right)
=\frac{\Delta}{\varepsilon_\infty}\,
\frac{\gamma}{(\omega_L^2/\omega-\omega)^2+\gamma^2}.
\label{eq:lineL}
\end{equation}
The bracket vanishes at $\omega=\omega_L$, which is therefore exactly the maximum of this term in the model. Half the maximum is reached where $\omega_L^2/\omega-\omega=\pm\gamma$. The positive roots are
\begin{equation}
\omega_\mp=\mp\frac\gamma2+\sqrt{\omega_L^2+\frac{\gamma^2}{4}},
\end{equation}
and their difference, the full width, is exactly $\gamma$. The same steps applied to \eqref{eq:osc} give
\begin{equation}
\omega\operatorname{Im}\varepsilon=\varepsilon_\infty\Delta\,
\frac{\gamma}{(\omega_T^2/\omega-\omega)^2+\gamma^2},
\label{eq:lineT}
\end{equation}
so the in-plane term peaks at $\omega_T$ with the same width.

The maxima of \eqref{eq:lineL} and \eqref{eq:lineT} are $\Delta/(\varepsilon_\infty\gamma)$ and $\varepsilon_\infty\Delta/\gamma$. With the angular factors of \eqref{eq:law}, the ratio of the perpendicular peak to the in-plane peak is
\begin{equation}
\frac{\operatorname{Re}b(\omega_L)}{\operatorname{Re}a(\omega_T)}
=\frac{\tan^2\theta}{\varepsilon_\infty^2}.
\label{eq:ratio}
\end{equation}
To first order, and for this single oscillator, the perpendicular term has the higher peak when $\tan\theta>\varepsilon_\infty$. In the total absorptance the tail of each term under the other's peak shifts this limit slightly.

\subsection{What damping and disorder leave unchanged}

To first order in $d$, the peak height of the perpendicular term varies as $1/\gamma$, but the area under this term does not depend on $\gamma$. The area is fixed by the total strength for a wider class of permittivities than \eqref{eq:osc}. Let $\varepsilon$ be $\varepsilon_\infty$ plus a sum of damped oscillators with positive strengths $S_j$, and let $S=\sum_jS_j$. At high frequency $\varepsilon\simeq\varepsilon_\infty-S/\omega^2$, so
\begin{equation}
f(\omega)\equiv\frac1{\varepsilon(\omega)}-\frac1{\varepsilon_\infty}
\simeq\frac{S}{\varepsilon_\infty^2\omega^2}.
\end{equation}

The function $f$ has no poles in the upper half of the complex frequency plane. To see this, set $\omega=\xi+i\eta$ with $\eta\ge0$. The denominator of each oscillator has imaginary part $-\xi(2\eta+\gamma_j)$. For $\xi\ne0$ all oscillator terms therefore have imaginary parts of the same sign, and $\varepsilon$ cannot vanish. For $\xi=0$ every denominator is $\omega_j^2+\eta^2+\gamma_j\eta>0$, and $\varepsilon$ is positive.

The integral of $\omega f$ along the real axis and back over a large upper semicircle is thus zero. On the semicircle $\omega f\simeq S/(\varepsilon_\infty^2\omega)$, which contributes $i\pi S/\varepsilon_\infty^2$. Since $f(-\omega)=f^*(\omega)$ on the real axis, $\omega\operatorname{Re}f$ is odd and $\omega\operatorname{Im}f$ is even. What remains is
\begin{equation}
2i\int_0^\infty\omega\operatorname{Im}f\,d\omega+\frac{i\pi S}{\varepsilon_\infty^2}=0,
\end{equation}
and because $\varepsilon_\infty$ is real,
\begin{equation}
\int_0^\infty\omega\operatorname{Im}\!\left(-\frac1\varepsilon\right)d\omega
=\frac{\pi S}{2\varepsilon_\infty^2}.
\label{eq:sum}
\end{equation}
A change of line shape at fixed total strength and fixed $\varepsilon_\infty$ therefore leaves the area under the whole spectrum of $\omega\operatorname{Im}(-1/\varepsilon)$ unchanged. If nearly all of this area stays in one peak of similar shape, a higher peak is also a narrower one. If strength moves to other frequencies, area can pass from one peak to another.

\subsection{A 10 nm film at 60 degrees}

Take rough values for the strong silicon--oxygen stretching band of a silica-like interlayer oxide: $\omega_T=1075$, $\omega_L=1250$ and $\gamma=70\ \mathrm{cm^{-1}}$, with $\varepsilon_\infty=2.1$. Frequencies are given as wavenumbers, so $k_0$ is $2\pi$ times the stated number. The longitudinal frequency corresponds to a photon energy of 155 meV. The film is 10 nm thick and $\theta=60^\circ$, hence $\cos\theta=0.5$ and $\sin^2\theta/\cos\theta=1.5$.

At $\omega_L$ the phase thickness is $k_0d=2\pi(1250\ \mathrm{cm^{-1}})(10^{-6}\ \mathrm{cm})=0.00785$. With $\Delta=1250^2-1075^2=406875\ \mathrm{cm^{-2}}$, equation \eqref{eq:lineL} gives
\begin{equation}
\operatorname{Im}\!\left(-\frac1\varepsilon\right)
=\frac{406875}{2.1\times70\times1250}=2.214 .
\end{equation}
The permittivity itself is $0.093+0.432i$. The two terms of \eqref{eq:law} are
\begin{align}
\operatorname{Re}b&=0.00785\times1.5\times2.214=0.0261,\\
\operatorname{Re}a&=0.00785\times0.5\times0.432=0.0017 .
\end{align}
Together they give 2.78\%, against 2.71\% from the exact slab. The first-order value is 2.5\% too high relative to the exact one. Equation \eqref{eq:second} predicts an excess of $0.0261^2+0.0017^2=0.0007$ in absorptance, which is this difference.

The perpendicular field inside the film is $1/|\varepsilon|=2.27$ times the field outside. Its square, 5.13, multiplied by $\operatorname{Im}\varepsilon=0.4316$ returns the loss function 2.21. The absorption is strong here because the inner field is enhanced, although $\operatorname{Im}\varepsilon$ is small.

At $\omega_T$ the situation is reversed: $\operatorname{Im}\varepsilon=11.35$ and $\operatorname{Im}(-1/\varepsilon)=0.085$. The in-plane term is $0.00675\times0.5\times11.35=0.038$, while the perpendicular term is 0.0009. The ratio of the two main peaks, $2.61/3.83=0.68$, agrees with $\tan^2\theta/\varepsilon_\infty^2=3/4.41$. For this single damped oscillator the transverse peak is still the higher one at this angle; a different line shape, as discussed below, can reverse the order.

The local maximum of the total exact absorptance near $\omega_L$ lies at $1249.6\ \mathrm{cm^{-1}}$, slightly below $\omega_L$. The falling tail of the in-plane term accounts for this. Near $\omega_L$ the perpendicular term is $\operatorname{Re}b\,(1-4u^2/\gamma^2)$, with $u=\omega-\omega_L$. By \eqref{eq:lineT} the relative slope of the in-plane term at $\omega_L$ is $-0.0102$ per $\mathrm{cm^{-1}}$. Setting the derivative of the sum to zero gives
\begin{equation}
u=-0.0102\times\frac{0.0017}{0.0261}\times\frac{70^2}{8}\simeq-0.4\ \mathrm{cm^{-1}} .
\end{equation}

For s polarization the same film absorbs 0.67\% at $\omega_L$, close to the 0.68\% of \eqref{eq:s}. This is the tail of the transverse line. The exact s-polarized absorptance, sampled every $2\ \mathrm{cm^{-1}}$, falls steadily from 1200 to $1300\ \mathrm{cm^{-1}}$, and so does the absorptance at normal incidence. The p-polarized absorptance at $60^\circ$ has a maximum inside that interval.

\subsection{Thicker films and grazing light}

With frequency $\omega_L$ and angle $60^\circ$ held fixed, the absorptance in per cent depends on thickness as follows.

\begin{center}
\begin{tabular}{rrrr}
$d$ (nm) & first order & channel form & exact slab\\
10 & 2.78 & 2.71 & 2.71\\
30 & 8.33 & 7.75 & 7.75\\
100 & 27.8 & 22.0 & 22.0\\
300 & 83.3 & 44.8 & 44.7\\
1000 & 277.8 & 61.3 & 61.4
\end{tabular}
\end{center}

The first-order law is good to a few per cent at 10 nm, overshoots by about a quarter at 100 nm, and is meaningless at 1000 nm, where it exceeds 100\%. The channel form \eqref{eq:channel} remains close to the exact result over the whole table. At $\omega_L$, where $|\delta|^2/12$ is only 0.04 at 1000 nm, the failure of the first order thus comes mainly from the radiative denominators, and not from the variation of the field across the film. At $\omega_T$, where $|\varepsilon|$ is large, $|\delta|^2/12$ is about 0.4 at 1000 nm, and the channel form gives 50.0\% against 74.5\% for the exact slab. The last exact value exceeds one half without contradiction, since the limit of one half applies to each channel separately.

Grazing light brings the same failure to a thin film. At $89^\circ$ and 10 nm the first-order law gives 99.6\%, whereas the exact slab absorbs 44.1\%.

\subsection{Comparison with real oxide films}

The frequencies above are typical of dense silica to within rough figures, but a real interlayer film departs from the model in several ways. Porous and carbon-containing low-$k$ films have fewer silicon--oxygen bonds per volume and further vibrations, so their strengths must be determined anew. A film may also be thicker than 10 nm, and the table shows what that does to the first-order law. Of the changes estimated below, all at a thickness of 10 nm, the largest in peak height comes from the line shape.

In a glass much of the width may come from a spread of local frequencies instead of damping. Replace the single oscillator by a Gaussian distribution of transverse frequencies with standard deviation $25\ \mathrm{cm^{-1}}$, each oscillator damped by $20\ \mathrm{cm^{-1}}$, at the same total strength. The transverse line keeps a width of $70\ \mathrm{cm^{-1}}$, yet the longitudinal peak rises from 2.71\% to 8.26\%. The reason is that the peak height is set by $\operatorname{Im}\varepsilon$ near $\omega_L$, far out on the wing of the transverse line. A Gaussian spread contributes little there, and the wing is nearly proportional to the damping. The perpendicular term should then grow by about $70/20=3.5$, to 9.1\%, and the radiative denominator lowers this to about 8.4\%. The areas computed for the two line shapes both agree with \eqref{eq:sum} to four digits. A peak height calculated from the transverse width alone can therefore be wrong by a factor of three, while the area over the whole spectrum is fixed. The area within a finite window is not: the interval from 1200 to $1300\ \mathrm{cm^{-1}}$ holds 61\% of it for the damped line and 86\% for the Gaussian spread.

Other vibrations move the peak. Adding modes at 450 and $800\ \mathrm{cm^{-1}}$, with rough static strengths 0.9 and 0.08 and dampings 40 and $60\ \mathrm{cm^{-1}}$, shifts it to $1265\ \mathrm{cm^{-1}}$ and raises it to 3.12\%. Above its resonance a mode contributes negatively to $\operatorname{Re}\varepsilon$. At $\omega_L$ the two contributions sum to about $-0.19$. Without damping the slope of $\varepsilon$ at its zero is $2\varepsilon_\infty\omega_L/\Delta=0.0129$ per $\mathrm{cm^{-1}}$, so the zero moves up by about $15\ \mathrm{cm^{-1}}$. A weak shoulder mode at $1200\ \mathrm{cm^{-1}}$, with strength 0.03 and damping $70\ \mathrm{cm^{-1}}$, when added alone moves the peak to $1271\ \mathrm{cm^{-1}}$ and leaves a height of 2.64\%. These shifts are counted from a model whose strength was fixed by assigning $\omega_L=1250\ \mathrm{cm^{-1}}$ to the stretching band alone. In real silica a peak near that frequency already contains the effect of the other vibrations, so the shifted positions are not predictions for it; a model with all modes needs a smaller stretching strength.

The geometry matters too. A beam spread evenly over $\pm5^\circ$ in the plane of incidence changes the absorptance at $\omega_L$ by only 1.1\% of its value. A substrate does more. If the film lies on a wafer, the reflected wave changes the field at the film. Let $r_s$ be the reflection amplitude of the magnetic field at the bare substrate, of permittivity $\varepsilon_s$. With $k_s=k_0\sqrt{\varepsilon_s-\sin^2\theta}$, continuity of $H$ and $H'/\varepsilon$ gives $k_z(1-r_s)=(k_s/\varepsilon_s)(1+r_s)$, and so
\begin{equation}
r_s=\frac{\varepsilon_sk_z-k_s}{\varepsilon_sk_z+k_s}.
\end{equation}
By \eqref{eq:EfromH} the perpendicular field follows $H$ and is multiplied by $1+r_s$, while the parallel field is multiplied by $1-r_s$. For a thin film the absorptance becomes
\begin{equation}
A_{\rm film}\simeq|1-r_s|^2\operatorname{Re}a+|1+r_s|^2\operatorname{Re}b .
\end{equation}
For a half-space without loss whose refractive index is set to 3.42, roughly that of silicon, the factors at $60^\circ$ are 0.522 and 1.632. The estimate is $0.522\times0.17\%+1.632\times2.61\%=4.35\%$, and the exact calculation for the 10 nm film gives 4.21\%. The substrate therefore raises the absorption at $\omega_L$ by about half. At $\omega_T$, where the in-plane term dominates, it lowers the absorption from 3.78\% to 2.09\%. The back face of a real wafer is left out here; light returning from it raises the value at $\omega_L$ to about 4.4\%. The law \eqref{eq:law} with its stated prefactors belongs to the free-standing film, and so does the equality of absorption and loss of transmitted light. On the substrate the film changes the reflected power in first order, and at $\omega_L$ the transmitted power falls by only 3.4\% of its value for the bare surface.

\section*{Computed values}
\begin{verbatim}
film: d = 10 nm, angle = 60 deg, eps_inf = 2.1
w_TO = 1075, w_LO = 1250, gamma = 70 1/cm
w_LO as photon energy = 155.0 meV
k0 d at w_LO = 0.00785, at w_TO = 0.00675
w_LO: eps = 0.0928 + 0.4316 i, Im(-1/eps) = 2.2143
w_LO: in-plane term = 0.170 %, perpendicular term = 2.609 %
w_LO: first-order A_p = 2.778 %, exact slab = 2.711 %
w_LO: first order exceeds exact by 2.47 %
w_TO: eps = 2.1000 + 11.3547 i, Im(-1/eps) = 0.0852
w_TO: in-plane term = 3.835 %, perpendicular term = 0.086 %
w_TO: first-order A_p = 3.921 %, exact slab = 3.778 %
w_TO: first order exceeds exact by 3.78 %
|E_z inside / E_z outside| at w_LO = 2.265
s-polarized exact absorptance at w_LO = 0.673 %
peak, full width of w Im(-1/eps) = 1250.00, 70.00 1/cm
peak, full width of w Im(eps) = 1075.00, 70.00 1/cm
thickness at w_LO: first order, channel form, exact slab (%)
     10 nm: 2.778, 2.711, 2.711
     30 nm: 8.334, 7.752, 7.752
    100 nm: 27.782, 22.040, 22.036
    300 nm: 83.345, 44.792, 44.747
   1000 nm: 277.815, 61.279, 61.385
89 deg, 10 nm: first order = 99.6 %, exact = 44.1 %
neglected effects: peak position (1/cm) and exact peak absorptance (%)
  model as used: 1249.6, 2.711
  plus 450 and 800 1/cm modes: 1265.1, 3.119
  plus 1200 1/cm shoulder only: 1270.6, 2.640
  disorder broadening: 1253.2, 8.258
added modes (frequency 1/cm, static strength, damping 1/cm):
  450, 0.9, 40
  800, 0.08, 60
  1200, 0.03, 70
disorder: sigma = 25, damping = 20, TO width = 70.3 1/cm
loss area / rule: damped = 1.0000, disordered = 1.0000
beam spread of +-5 deg changes A_p at w_LO by 1.09 %
on silicon (index 3.42): film absorbs 4.206 % at w_LO
silicon: |1+r|^2 = 1.632, |1-r|^2 = 0.522
\end{verbatim}
